# Crossover Temperature of a Ring Polymer Collapsed at a Reaction Saddle: verification in Python

```python
"""
Result under test: a ring polymer of P beads collapsed at a saddle with barrier
frequency wb has one unstable mode at high temperature T and gains extra ones
below  T1(P) = hbar wb / (2 k P sin(pi/P)),  which tends to hbar wb / (2 pi k).

Ring potential: U = sum_j [ V(q_j) + m wP^2 (q_j - q_{j+1})^2 / 2 ],
wP = P k T / hbar.  Near the saddle
V = V0 - m wb^2 x^2/2 + c3 x^3/3 + c4 x^4/4.
Units in the example: eV, angstrom, second, kelvin.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import trapezoid
from scipy.linalg import eigh
from scipy.optimize import brentq

HBAR = const.hbar / const.e                  # eV s
KB = const.k / const.e                       # eV / K
MASS_UNIT = const.atomic_mass * 1e-20 / const.e   # 1 u in eV s^2 / angstrom^2
WAVENUMBER = 2 * np.pi * const.c * 100       # rad/s for 1 cm^-1


def ring_matrix(P):
    one = np.eye(P)
    return 2 * one - np.roll(one, 1, axis=0) - np.roll(one, -1, axis=0)


def threshold(n, P, wb, hbar=HBAR, kb=KB):
    return hbar * wb / (2 * kb * P * np.sin(np.pi * n / P))


def quartic_coefficient(P, m, wb, c3, c4):
    brace = 1 - 1 / (2 * (4 * np.cos(np.pi / P) ** 2 - 1))
    return 0.75 * c4 + c3 ** 2 / (m * wb ** 2) * brace


def stretched_ring(P, spring, slope, curvature, amplitude):
    """Newton search for a stationary ring with q_j = q_{-j}."""
    half = P // 2 + 1
    embed = np.zeros((P, half))
    for j in range(P):
        embed[j, min(j, P - j)] = 1
    u = amplitude * np.cos(2 * np.pi * np.arange(half) / P)
    lap = ring_matrix(P)
    for _ in range(60):
        q = embed @ u
        force = embed.T @ (spring * lap @ q + slope(q))
        hess = embed.T @ (spring * lap + np.diag(curvature(q))) @ embed
        step = np.linalg.solve(hess, force)
        u = u - step
        if np.max(np.abs(step)) < 1e-12:
            break
    q = embed @ u
    residual = np.max(np.abs(spring * lap @ q + slope(q)))
    assert residual < 1e-8 * spring
    first = 2 / P * np.sum(q * np.cos(2 * np.pi * np.arange(P) / P))
    return q, first


# ---- model barrier for the example -------------------------------------
mass_u, V_fwd, release, nu_b, T_proc = 1.0, 0.6, 1.0, 1200.0, 473.0
m = mass_u * MASS_UNIT
wb = nu_b * WAVENUMBER
V_rev = V_fwd + release
a = -release
b = (np.sqrt(V_fwd) + np.sqrt(V_rev)) ** 2
s_top = (a + b) / (2 * b)
L = s_top * (1 - s_top) * np.sqrt(2 * b / (m * wb ** 2))
x_top = L * np.log(s_top / (1 - s_top))


def barrier(x):                              # x measured from the top
    s = 1 / (1 + np.exp(-(x + x_top) / L))
    return a * s + b * s * (1 - s)


def barrier_slope(x):
    s = 1 / (1 + np.exp(-(x + x_top) / L))
    return s * (1 - s) / L * (a + b - 2 * b * s)


def barrier_curvature(x):
    s = 1 / (1 + np.exp(-(x + x_top) / L))
    s1 = s * (1 - s) / L
    return s1 * (1 - 2 * s) / L * (a + b - 2 * b * s) - 2 * b * s1 ** 2


s1 = s_top * (1 - s_top) / L
s2 = s1 * (1 - 2 * s_top) / L
s3 = s1 * ((1 - 2 * s_top) ** 2 - 2 * s_top * (1 - s_top)) / L ** 2
c3 = -6 * b * s1 * s2 / 2
c4 = (-8 * b * s1 * s3 - 6 * b * s2 ** 2) / 6


def barrier_mp(x):
    s = 1 / (1 + mp.exp(-(x + mp.mpf(x_top)) / mp.mpf(L)))
    return a * s + b * s * (1 - s)


mp.mp.dps = 40
series = [float(t) for t in mp.taylor(barrier_mp, 0, 4)]
assert abs(series[0] - V_fwd) < 1e-10 and abs(series[1]) < 1e-10
assert np.allclose(series[2:], [-m * wb ** 2 / 2, c3 / 3, c4 / 4], rtol=1e-7)

# ---- crossover from finite differences of the ring energy ---------------
T_c = HBAR * wb / (2 * np.pi * KB)


def ring_energy(q, T):
    wP = len(q) * KB * T / HBAR
    return np.sum(barrier(q) + m * wP ** 2 * (q - np.roll(q, -1)) ** 2 / 2)


def second_lowest(T, P, h=1e-3):
    hess = np.zeros((P, P))
    e = h * np.eye(P)
    for i in range(P):
        for j in range(i + 1):
            hess[i, j] = hess[j, i] = (
                ring_energy(e[i] + e[j], T) - ring_energy(e[i] - e[j], T)
                - ring_energy(e[j] - e[i], T) + ring_energy(-e[i] - e[j], T)
            ) / (4 * h * h)
    return np.linalg.eigvalsh(hess)[1]


T_found = {}
for P in (2, 3, 4, 8):
    T_found[P] = brentq(second_lowest, 0.6 * T_c, 2.5 * T_c, args=(P,), xtol=1e-6)
    assert abs(T_found[P] / threshold(1, P, wb) - 1) < 2e-4

# Large-P law, with the lowest spring eigenvalue taken from diagonalization
for P in (32, 64):
    lam = np.linalg.eigvalsh(ring_matrix(P))[1]
    ratio = 2 * np.pi / (P * np.sqrt(lam))
    assert abs((ratio - 1) * P ** 2 / (np.pi ** 2 / 6) - 1) < 0.01

# ---- coupled three-dimensional saddle: number of unstable modes ---------
rot = np.linalg.qr(np.random.default_rng(3).normal(size=(3, 3)))[0]
K3 = rot @ np.diag([-1.5, 2.0, 0.7]) @ rot.T
M3 = np.diag([1.0, 2.0, 16.0])
w3 = np.sqrt(-eigh(K3, M3, eigvals_only=True)[0])
P = 12
for scale in (1.3, 0.8, 0.45, 0.33, 0.25):
    T = scale * w3 / (2 * np.pi)
    full = np.kron(np.eye(P), K3) + (P * T) ** 2 * np.kron(ring_matrix(P), M3)
    counted = np.sum(np.linalg.eigvalsh(full) < 0)
    pairs = sum(T < threshold(n, P, w3, 1, 1) for n in range(1, P // 2))
    single = T < threshold(P // 2, P, w3, 1, 1)
    assert counted == 1 + 2 * pairs + int(single)


# ---- fluctuation factor of the non-centroid modes -----------------------
def factor_ring(T, P):
    phi = 2 * np.arcsin(HBAR * wb / (2 * P * KB * T))
    return HBAR * wb / (2 * KB * T) / np.sin(P * phi / 2)


def factor_limit(T):
    x = HBAR * wb / (2 * KB * T)
    return x / np.sin(x)


for P in (5, 16):
    for T in (300.0, T_proc):
        lam = np.linalg.eigvalsh(ring_matrix(P))[1:]
        shift = (HBAR * wb / (P * KB * T)) ** 2
        if lam[0] > shift:
            direct = np.sqrt(np.prod(lam / (lam - shift)))
            assert abs(direct / factor_ring(T, P) - 1) < 1e-9
assert abs(factor_ring(T_proc, 2000) / factor_limit(T_proc) - 1) < 1e-5

# ---- stretched ring: amplitude law and side of the crossover ------------
for t3, t4, ring2 in ((0.5, 0.3, 0.9996), (0.0, -1.0, 1.0004)):
    P = 6
    spring = ring2 / (4 * np.sin(np.pi / P) ** 2)
    law = np.sqrt((1 - ring2) / quartic_coefficient(P, 1, 1, t3, t4))
    q, amp = stretched_ring(P, spring, lambda x: -x + t3 * x ** 2 + t4 * x ** 3,
                            lambda x: -1 + 2 * t3 * x + 3 * t4 * x ** 2, law)
    assert abs(amp ** 2 / law ** 2 - 1) < 0.01

P_ex = 32
T1_ex = threshold(1, P_ex, wb)
g = quartic_coefficient(P_ex, m, wb, c3, c4)
assert g > 0


def example_ring(T):
    spring = m * (P_ex * KB * T / HBAR) ** 2
    law = np.sqrt(m * wb ** 2 * (1 - (T / T1_ex) ** 2) / g)
    q, amp = stretched_ring(P_ex, spring, barrier_slope, barrier_curvature, law)
    return q, abs(amp), law, spring


errors = []
for distance in (0.01, 0.0025):
    q, amp, law, spring = example_ring((1 - distance) * T1_ex)
    errors.append(abs(amp ** 2 / law ** 2 - 1))
assert errors[1] < 0.02 and errors[1] < 0.4 * errors[0]

T_cold = 250.0
q_cold, amp_cold, law_cold, spring = example_ring(T_cold)
assert amp_cold > 0.5 * law_cold
hess = spring * ring_matrix(P_ex) + np.diag(barrier_curvature(q_cold))
modes_stretched = np.linalg.eigvalsh(hess) / (m * wb ** 2)
n_stretched = np.sum(modes_stretched < -1e-6)
n_free = np.sum(np.abs(modes_stretched) <= 1e-6)
assert n_stretched == 1 and n_free == 1
drop = (ring_energy(np.zeros(P_ex), T_cold) - ring_energy(q_cold, T_cold)) / P_ex
assert drop > 0


def collapsed_modes(T):                      # squared frequencies / wb^2
    wP = P_ex * KB * T / HBAR
    return np.linalg.eigvalsh(ring_matrix(P_ex)) * (wP / wb) ** 2 - 1


counts = {T: int(np.sum(collapsed_modes(T) < 0)) for T in (T_proc, T_cold, 100.0)}
assert counts[T_cold] == 3

# ---- tunnelling through the full barrier by Schroedinger integration ----
E = np.linspace(0.02, 1.4, 400)
steps = 6000
h = -28 * L / steps
grid = 14 * L - x_top + h / 2 * np.arange(2 * steps + 1)
V_grid = barrier(grid)
scale = 2 * m / HBAR ** 2
k_in, k_out = np.sqrt(scale * E), np.sqrt(scale * (E - a))
psi = np.ones_like(E, dtype=complex)
dpsi = 1j * k_out * psi
for i in range(steps):
    f0, f1, f2 = (scale * (V_grid[2 * i + r] - E) for r in range(3))
    p1, d1 = dpsi, f0 * psi
    p2, d2 = dpsi + h / 2 * d1, f1 * (psi + h / 2 * p1)
    p3, d3 = dpsi + h / 2 * d2, f1 * (psi + h / 2 * p2)
    p4, d4 = dpsi + h * d3, f2 * (psi + h * p3)
    psi = psi + h / 6 * (p1 + 2 * p2 + 2 * p3 + p4)
    dpsi = dpsi + h / 6 * (d1 + 2 * d2 + 2 * d3 + d4)
incident = (psi + dpsi / (1j * k_in)) / 2
transmission = k_out / (k_in * np.abs(incident) ** 2)
# Closed transmission formula of the Eckart barrier checks the integration
plus, minus = 2 * np.pi * L * (k_in + k_out), 2 * np.pi * L * (k_in - k_out)
delta = 2 * np.pi * np.sqrt(scale * b * L ** 2 - 0.25)
closed = (np.cosh(plus) - np.cosh(minus)) / (np.cosh(plus) + np.cosh(delta))
assert np.max(np.abs(transmission / closed - 1)) < 2e-3


def enhancement(T):
    return trapezoid(transmission * np.exp(-(E - V_fwd) / (KB * T)), E) / (KB * T)


assert abs(factor_limit(T_proc) / enhancement(T_proc) - 1) < 0.2
assert factor_limit(300.0) > enhancement(300.0)

# ---- printed numbers ----------------------------------------------------
print(f"effective mass: {mass_u:.1f} u")
print(f"forward barrier: {V_fwd:.2f} eV")
print(f"energy release: {release:.2f} eV")
print(f"barrier wavenumber: {nu_b:.0f} cm^-1")
print(f"barrier angular frequency: {wb:.4e} rad/s")
print(f"hbar times barrier frequency: {HBAR * wb:.5f} eV")
print(f"process temperature: {T_proc:.0f} K")
print(f"limiting crossover temperature: {T_c:.2f} K")
print(f"k times limiting crossover temperature: {KB * T_c * 1e3:.3f} meV")
for P in (2, 3, 4, 8, 16, 32, 64):
    print(f"crossover for P = {P}: {threshold(1, P, wb):.2f} K")
for P in (3, 8):
    print(f"crossover from finite differences, P = {P}: {T_found[P]:.2f} K")
for n in (2, 3):
    print(f"threshold n = {n}, P = 32: {threshold(n, P_ex, wb):.2f} K")
for T in (300.0, T_cold):
    w2 = collapsed_modes(T)[1]
    kind = "stable" if w2 > 0 else "unstable"
    print(f"first ring pair at {T:.0f} K, P = 32: {kind}, "
          f"{nu_b * np.sqrt(abs(w2)):.1f} cm^-1")
for T, n in counts.items():
    print(f"unstable modes of collapsed ring at {T:.0f} K, P = 32: {n}")
print(f"Eckart length L: {L:.4f} angstrom")
print(f"Eckart parameter b: {b:.4f} eV")
print(f"logistic variable at the top: {s_top:.4f}")
print(f"m wb^2: {m * wb ** 2:.4f} eV/angstrom^2")
print(f"cubic coefficient c3: {c3:.4f} eV/angstrom^3")
print(f"quartic coefficient c4: {c4:.4f} eV/angstrom^4")
print(f"branching coefficient g, P = 32: {g:.4f} eV/angstrom^4")
print(f"ring amplitude at 250 K, leading law: {law_cold:.4f} angstrom")
print(f"ring amplitude at 250 K, Newton search: {amp_cold:.4f} angstrom")
print(f"error of squared-amplitude law 1 % below T1: {100 * errors[0]:.2f} %")
print(f"error of squared-amplitude law 0.25 % below T1: {100 * errors[1]:.2f} %")
print(f"drop of U/P on stretching at 250 K: {drop * 1e3:.3f} meV")
print(f"unstable modes of stretched ring at 250 K: {n_stretched}")
print(f"nearly free modes of stretched ring at 250 K: {n_free}")
print(f"harmonic factor at 473 K, P = 32: {factor_ring(T_proc, P_ex):.4f}")
for T in (T_proc, 300.0):
    print(f"harmonic factor at {T:.0f} K, P infinite: {factor_limit(T):.3f}")
for T in (T_proc, 300.0, T_cold):
    print(f"tunnelling enhancement, full barrier, {T:.0f} K: {enhancement(T):.3f}")
for nu in (1000.0, 1500.0):
    print(f"limiting crossover for {nu:.0f} cm^-1: {T_c * nu / nu_b:.1f} K")
print(f"limiting crossover for doubled mass: {T_c / np.sqrt(2):.1f} K")
print("finished without a failed check")
```

Running it gives:

```
effective mass: 1.0 u
forward barrier: 0.60 eV
energy release: 1.00 eV
barrier wavenumber: 1200 cm^-1
barrier angular frequency: 2.2604e+14 rad/s
hbar times barrier frequency: 0.14878 eV
process temperature: 473 K
limiting crossover temperature: 274.79 K
k times limiting crossover temperature: 23.679 meV
crossover for P = 2: 431.63 K
crossover for P = 3: 332.27 K
crossover for P = 4: 305.21 K
crossover for P = 8: 281.98 K
crossover for P = 16: 276.56 K
crossover for P = 32: 275.23 K
crossover for P = 64: 274.90 K
crossover from finite differences, P = 3: 332.27 K
crossover from finite differences, P = 8: 281.98 K
threshold n = 2, P = 32: 138.28 K
threshold n = 3, P = 32: 92.93 K
first ring pair at 300 K, P = 32: stable, 520.5 cm^-1
first ring pair at 250 K, P = 32: unstable, 501.9 cm^-1
unstable modes of collapsed ring at 473 K, P = 32: 1
unstable modes of collapsed ring at 250 K, P = 32: 3
unstable modes of collapsed ring at 100 K, P = 32: 5
Eckart length L: 0.2952 angstrom
Eckart parameter b: 4.1596 eV
logistic variable at the top: 0.3798
m wb^2: 5.2954 eV/angstrom^2
cubic coefficient c3: -6.4680 eV/angstrom^3
quartic coefficient c4: 14.9836 eV/angstrom^4
branching coefficient g, P = 32: 17.8041 eV/angstrom^4
ring amplitude at 250 K, leading law: 0.2281 angstrom
ring amplitude at 250 K, Newton search: 0.2406 angstrom
error of squared-amplitude law 1 % below T1: 1.17 %
error of squared-amplitude law 0.25 % below T1: 0.29 %
drop of U/P on stretching at 250 K: 6.516 meV
unstable modes of stretched ring at 250 K: 1
nearly free modes of stretched ring at 250 K: 1
harmonic factor at 473 K, P = 32: 1.8862
harmonic factor at 473 K, P infinite: 1.886
harmonic factor at 300 K, P infinite: 11.026
tunnelling enhancement, full barrier, 473 K: 1.844
tunnelling enhancement, full barrier, 300 K: 5.910
tunnelling enhancement, full barrier, 250 K: 19.498
limiting crossover for 1000 cm^-1: 229.0 K
limiting crossover for 1500 cm^-1: 343.5 K
limiting crossover for doubled mass: 194.3 K
finished without a failed check
```
